# Can a truncated density matrix be made exactly idempotent?

**The argument under review**

The submitted argument concerns a chain of identical sites with one orbital each, and runs as follows.

"The density matrix $P$ of the half-filled chain decays with distance, so its elements beyond some range $R$ may be dropped. This spoils $P^2=P$ slightly. But the purification map $P\to 3P^2-2P^3$ turns an eigenvalue error $\epsilon$ into one of order $\epsilon^2$. If we purify and cut in turn, or minimize an energy functional built on this map, the error is driven to zero. The result is an exactly idempotent matrix of range $R$."

The statement about purification is right: an eigenvalue $\epsilon$ becomes $3\epsilon^2-2\epsilon^3$. The conclusion needs more, namely that a matrix with both properties exists. That question should be settled before any algorithm is asked to find one.

**Is there anything to converge to?**

I take an infinite chain, an orthonormal basis and one spin. I assume that the matrix has the full translation symmetry of the chain, as the exact ground-state projector does: $P_{mn}=p_{m-n}$, with $p_r=0$ for $|r|>R$. The matrix product is then a convolution,

$$(P^2)_r=\sum_s p_s\,p_{r-s}.$$

Suppose some element at positive distance is nonzero, and let $a>0$ be the largest such distance. Consider $(P^2)_{2a}$. Two steps, neither longer than $a$, add up to $2a$ only if both equal $a$. The sum therefore has one term, $(P^2)_{2a}=p_a^2\neq0$. Idempotency requires this to equal $p_{2a}$, which is zero because $2a>a$. This is a contradiction, so no element at positive distance survives. The same reasoning removes the negative distances. What remains is $p_0^2=p_0$, so $p_0=0$ or $p_0=1$: the translation-invariant finite-range idempotents are the zero matrix and the identity. Hermiticity was not used.

The eigenvalues show the same obstruction. Acting on the vector $v_n=e^{-ikn}$,

$$\sum_n p_{m-n}e^{-ikn}=e^{-ikm}\,p(k),\qquad p(k)=\sum_{|r|\le R}p_r e^{ikr}.$$

A finite sum of exponentials is continuous in $k$. Idempotency allows $p(k)$ to be only 0 or 1, and a continuous function cannot jump between them. A partly filled band needs such a jump at its Fermi points, and so needs elements at arbitrarily large distance.

**Does a finite ring rescue the claim?**

On a ring of $N$ sites, distances count modulo $N$, and a second pair of steps might reach $2a$ from the other side. Its sum would have to be $2a-N$. Since $a\le R$, this is at most $2R-N$, which lies below $-2R$ when $N>4R$. Two allowed steps cannot reach it, so the proof holds for $N>4R$.

At $N=4R$ it can fail. For $N=4$, fill $k=0$ and $k=\pi/2$. From $p_r=\frac14\sum_{k\,\text{filled}}e^{-ikr}$,

$$p_0=\tfrac12,\quad p_1=\tfrac{1-i}{4},\quad p_2=\tfrac{1-1}{4}=0,\quad p_{-1}=\tfrac{1+i}{4}.$$

This is a projector of range 1. The two paths to distance 2 cancel: $p_1^2+p_{-1}^2=(-2i+2i)/16=0$. Enumerating all fillings of rings with 4 to 13 sites confirmed that no nontrivial projector has a range below $N/4$. The smallest ranges for $N=4,8,12$ are 1, 2 and 3. For $N=13$ it is 6, the largest distance on that ring.

**How large is the violation?**

The argument calls the violation slight. That depends on how it is measured.

For Hermitian $P$, $p(k)$ is real and its average over $k$ is the filling $\nu=p_0$. A continuous function takes its average value somewhere, and there $|p^2-p|=\nu(1-\nu)$. Hence

$$\max_k|p(k)^2-p(k)|\ge\nu(1-\nu)$$

for every finite $R$. At half filling this floor is $1/4$, and increasing the range does not lower it.

An average over the band behaves differently. Define the deficit per site

$$d=\frac1N\mathrm{Tr}(P-P^2)=p_0-\sum_{|r|\le R}|p_r|^2 .$$

A nonzero $d$ proves that $P$ is not idempotent. The converse fails, because eigenvalues outside $[0,1]$ contribute negatively and may cancel the others.

The exact half-filled projector has

$$p_r=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}e^{-ikr}\,dk=\frac{\sin(\pi r/2)}{\pi r},\qquad p_0=\frac12 .$$

Before the cut, idempotency gives $p_0=\sum_{\text{all }r}|p_r|^2$. After it, $d$ is therefore the discarded weight $w$. For odd $R$,

$$w=2\sum_{\substack{r>R\\ r\ \text{odd}}}\frac1{\pi^2r^2}\approx\frac{2}{\pi^2}\cdot\frac12\int_{R+1}^{\infty}\frac{dr}{r^2}=\frac1{\pi^2(R+1)},$$

where the factor $\frac12$ accounts for the spacing 2 of the odd integers. For $R=1$, $d=0.5-0.25-2(0.318310)^2=0.0474$, against 0.0507 from the estimate. For $R=15$ both round to 0.0063.

This decay is not an artefact of cancelling signs. Write the cut eigenvalue as $\theta-\delta$, where $\theta$ is 0 or 1. Using $\theta^2=\theta$,

$$(\theta-\delta)-(\theta-\delta)^2=(2\theta-1)\delta-\delta^2 .$$

Its absolute value is at most $|\delta|+\delta^2$. The mean of $\delta^2$ is $w$, and the mean of $|\delta|$ is at most $\sqrt w$. The mean absolute error is thus at most $\sqrt w+w$, which tends to zero. The violation becomes confined to a shrinking part of the band, while its peak remains.

**What does minimization deliver?**

Let the hopping be $-t$, so that the band energy is $\varepsilon(k)=-2t\cos k$, and set the chemical potential to zero. The functional is

$$\Omega=\mathrm{Tr}[FH],\qquad F=3P^2-2P^3,$$

minimized over real symmetric $P$ of range $R$. The eigenvalues of $F$ are $f=3p^2-2p^3$, with slope $6p(1-p)$. Thus $f$ falls from 1 at $p=-\frac12$ to 0 at $p=0$, rises to 1 at $p=1$, and falls to 0 at $p=\frac32$. While $p$ stays in this window, $0\le f\le1$. No such occupation can give less energy than filling all states with $\varepsilon<0$, so

$$\frac{\Omega}{N}\ge\frac1{2\pi}\int_{-\pi/2}^{\pi/2}(-2t\cos k)\,dk=-\frac{2t}{\pi}=-0.6366\,t .$$

The bound holds without $P$ being idempotent.

Range 1 can be done by hand. Put $p=\frac12+x$ with $x=b+2a\cos k$, where $a$ now denotes the neighbour element $p_1$. Expanding,

$$f=3\left(\tfrac14+x+x^2\right)-2\left(\tfrac18+\tfrac34x+\tfrac32x^2+x^3\right)=\tfrac12+\tfrac32x-2x^3 .$$

The averages $\langle\cos^2k\rangle=\frac12$ and $\langle\cos^4k\rangle=\frac38$, with odd powers averaging to zero, give

$$\langle x\cos k\rangle=a,\qquad \langle x^3\cos k\rangle=3ab^2+3a^3,$$

$$\frac{\Omega}{N}=-2t\left(\tfrac32a-6ab^2-6a^3\right)=-t(3a-12a^3)+12t\,ab^2 .$$

For $a>0$ the last term is smallest at $b=0$, which is half filling. Then $3-36a^2=0$ gives $a=1/\sqrt{12}=0.2887$. The second derivative $72ta$ is positive, so this is a minimum, with

$$\frac{\Omega}{N}=-ta(3-12a^2)=-2ta=-\frac{t}{\sqrt3}=-0.5774\,t .$$

It is a local minimum: for large negative $a$ the cubic term sends $\Omega$ to $-\infty$. The eigenvalues $\frac12\pm2a$ run from $-0.077$ to $1.077$, inside the safe window. The deficit is $\frac14-2a^2=\frac1{12}$, and the gradient has vanished. The minimization has converged, to a matrix that is not idempotent.

Numerical minimization for longer ranges gives the following; $d_F$ is the deficit of $F$.

| $R$ | $\Omega/N$ ($t$) | excess ($t$) | $d$ | $d_F$ |
|---|---|---|---|---|
| 1 | −0.5774 | 0.0593 | 0.0833 | 0.0787 |
| 3 | −0.6172 | 0.0194 | 0.0476 | 0.0431 |
| 5 | −0.6272 | 0.0094 | 0.0332 | 0.0296 |
| 9 | −0.6330 | 0.0037 | 0.0206 | 0.0182 |
| 15 | −0.6351 | 0.0015 | 0.0132 | 0.0115 |

The worst error of $P$ is 0.25 in every row. From $R=1$ to $R=15$ the energy excess falls by a factor of about 40, but $d$ by only about 6. A scaling estimate accounts for this. If the wrong occupations occupy a width $q$ around the Fermi points, $d$ is proportional to $q$. The energies there are themselves of order $tq$, so the excess is proportional to $q^2$. The ratio of $d^2$ to the excess is indeed close to $0.117/t$ in all five rows. A good energy is therefore weak evidence of idempotency.

An even plainer warning comes from the cut exact projector. Its energy $\mathrm{Tr}[PH]/N=-2tp_1=-2t/\pi$ is the exact one for every $R\ge1$, since $H$ connects only neighbours.

**Where does the purification step go wrong?**

The matrix $F$ does not escape the theorem. It contains products of three factors $P$, so its range grows to $3R$. The single path to that distance gives $F_{3R}=-2p_R^3$. For $R=5$ the element at distance 15 is $-1.2\times10^{-4}$: small, but present. On the infinite chain, any finite number of purifications leaves a finite range, and hence no nontrivial projector.

Cutting after each purification prevents this growth, but as long as the matrix keeps the translation symmetry, the theorem says that the partly filled matrix left after each cut is again not idempotent. Starting from the cut exact projector with $R=5$, on a ring of 62 sites, and with the translation symmetry imposed at every round, 50 rounds bring the procedure to rest: the last round changes no element by more than $10^{-15}$, the level of rounding error. Each cut then removes exactly what the purification has added. The deficit is then 0.031, larger than the 0.017 at the start. A stationary iteration is thus no proof of idempotency. This rest point depends on the imposed symmetry. If the full matrix is iterated instead, rounding errors that break the symmetry grow, and the deficit falls far below 0.031. The matrix reached is nearly but not exactly idempotent: its worst error is still about $2\times10^{-4}$ after 6000 rounds. The floor of $1/4$ does not apply to it, because it no longer has the symmetry of the chain.

Without the cut, the same ring does reach idempotency, with a worst error below $10^{-10}$. The price is range: the element at the largest distance, 31 sites, is $-0.016$. Success also relies on the discrete $k$ values. A ring with $N$ divisible by 4 has states at $k=\pm\pi/2$, where the starting eigenvalue is $\frac12$. Since $f(\frac12)=\frac12$, purification in exact arithmetic leaves them there. The slope of $f$ at $\frac12$ is $\frac32$, so in floating point rounding errors eventually push them to 0 or 1. If one combination of the two states goes to 1 and the other to 0, the filling stays at one half, but the result no longer has the translation symmetry of the ring.

**When would the claim be acceptable?**

The theorem needs one orbital per translational cell. Break the chain into isolated pairs, each with one filled bonding orbital, and the density matrix consists of blocks

$$B=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad B^2=\frac14\begin{pmatrix}2&2\\2&2\end{pmatrix}=B .$$

This is an exact projector of range 1. Translation by one site is no longer a symmetry, and each $k$ now carries two eigenvalues, 0 and 1, neither of which has to jump.

Now join the pairs, with hoppings of size $t$ inside and $t/2$ between them. With $g(k)=1+\frac12e^{ik}$, the Hamiltonian at each $k$ has off-diagonal elements $-tg$ and $-tg^*$. Its lower band has the projector

$$\frac12\begin{pmatrix}1&u\\u^*&1\end{pmatrix},\qquad u=\frac{g}{|g|}.$$

Since $|g|\ge\frac12$, there is a gap and $u(k)$ is smooth, so its truncated Fourier sums $u_R$ converge uniformly. The cut matrix has eigenvalues $\frac12(1\pm|u_R|)$ and error $\frac14\bigl|1-|u_R|^2\bigr|$, which tends to zero at every $k$. On the 62-site ring the worst error falls from 0.135 at $R=1$ to 0.0004 at $R=15$; on the infinite chain, where every $k$ occurs, the values are 0.136 and 0.0006. For equal hoppings $g=1+e^{ik}$ vanishes at $k=\pi$, $u$ jumps there, and the floor of $1/4$ returns.

The claim of exact idempotency should therefore be withdrawn for any matrix that keeps the symmetry of the uniform chain. Idempotent half-filled matrices of finite range do exist there, but they break that symmetry and are not the density matrix of the chain: the pair blocks $B$, used with uniform hopping, give $-t$ per pair, or $-0.5\,t$ per site, against the exact $-0.6366\,t$. For the gapped chain it can be replaced by an error that is stated and shown to fall with $R$. Most of the numerical values quoted here can be checked against the output below.

## Calculated quantities

```
Smallest range of a nontrivial projector on a ring (sites):
  N =  4: smallest range = 1
  N =  8: smallest range = 2
  N = 12: smallest range = 3
  N = 13: smallest range = 6
Exact half-filled elements p0, p1, p3, p5 (dimensionless):
  0.500000 0.318310 -0.106103 0.063662
Cut exact projector: R, mean error, 1/(pi^2 (R+1)), worst error
   1 0.047358 0.050661 0.2500
   3 0.024842 0.025330 0.2500
   5 0.016736 0.016887 0.2500
   9 0.010099 0.010132 0.2500
  15 0.006324 0.006333 0.2500
Exact band energy per site and spin: -0.636620 t
Minimized: R, energy (t), excess (t), mean err P, worst err P, mean err F
   1 -0.577350 0.059270 0.083333 0.2500 0.078704
   3 -0.617213 0.019406 0.047619 0.2500 0.043121
   5 -0.627175 0.009445 0.033197 0.2500 0.029608
   9 -0.632967 0.003653 0.020633 0.2500 0.018201
  15 -0.635136 0.001484 0.013150 0.2500 0.011541
Range-1 minimizer: p0 = 0.500000, p1 = 0.288675
Range-1 eigenvalues run from -0.0774 to 1.0774
R = 5: purified element at distance 15 = -1.219e-04
Purify and cut, R = 5, 50 steps: mean error = 0.030690
  largest element change in last step = 3.3e-16
Purify without cut, N = 62: worst error below 1e-10: True
  element at distance 31 = -0.016129
Isolated dimers: p inside a dimer = 0.5000, range 1
Dimerized chain, hoppings 1 and 0.5 t: gap on ring = 1.0102 t
  R, worst error after cutting its exact projector
   1 0.135286
   3 0.060813
   5 0.026905
   9 0.005227
  15 0.000429
```
